# Nuclear-charge derivatives and the leading virtual-crystal energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. The derivative with respect to a nuclear charge

A code that changes a nuclear charge continuously can use the slope of the total energy to predict the effect of a small change. If it takes the potential at the nucleus for that slope while its radial functions follow the charge, the slope does not belong to the energy that the code computes. In the small aluminium basis treated below the discrepancy is 5.1 eV per unit charge. A second error is possible in an alloy calculation. The all-electron energy of a virtual atom halfway between Al and Si lies 16.3 eV above the mean of the two real atoms, and this offset would hide any energy of mixing if it were left in. Both matters are settled by the derivative of the energy with respect to $Z$, provided that the basis and the electron number are treated correctly.

### Energy and conventions

The algebra uses Hartree atomic units. Nuclei are points of charge $Z_a$ at fixed positions $\mathbf R_a$, and relativity is left out. The electron number $N$ and the occupations $f_i$ are fixed in this half. Until periodic cells are treated, the system is finite. The Kohn-Sham energy is

$$
E=\sum_i\frac{f_i}{2}\int|\nabla\psi_i|^2+\int n\,v_Z+E_{\rm H}[n]+E_{\rm xc}[n]+\frac12\sum_{a\ne b}\frac{Z_aZ_b}{R_{ab}},
$$

with $n=\sum_i f_i|\psi_i|^2$, $R_{ab}=|\mathbf R_a-\mathbf R_b|$ and

$$
v_Z(\mathbf r)=-\sum_a\frac{Z_a}{|\mathbf r-\mathbf R_a|}.
$$

The functional $E_{\rm xc}$ has no explicit dependence on $Z$. The Madelung potential is the potential felt by a positive unit charge at nucleus $a$, without the field of that nucleus:

$$
V_M(a)=-\int\frac{n(\mathbf r)}{|\mathbf r-\mathbf R_a|}\,d^3r+\sum_{b\ne a}\frac{Z_b}{R_{ab}}.
$$

Since the energy is linear in $Z_a$ at fixed orbitals, $V_M(a)$ is its explicit derivative. The factor $\tfrac12$ in the nuclear repulsion disappears because each pair occurs twice in the double sum.

### The orbital part of the derivative

Expand $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$, where the basis functions may depend on $Z_a$. A prime denotes $d/dZ_a$. The change of an orbital has two parts:

$$
\psi_i'=\eta_i+\xi_i,\qquad
\eta_i=\sum_\mu c_{\mu i}'\chi_\mu,\qquad
\xi_i=\sum_\mu c_{\mu i}\chi_\mu'.
$$

The first comes from the coefficients, the second from the basis. The density changes by $n'=2\,{\rm Re}\sum_i f_i\psi_i'^*\psi_i$. The functional derivative of all density terms in the energy is the effective potential $v_{\rm eff}=v_Z+v_{\rm H}+v_{\rm xc}$. Differentiation of the kinetic energy gives ${\rm Re}\int\nabla\psi_i'^*\cdot\nabla\psi_i$ for each orbital, multiplied by $f_i$. Together,

$$
E'=V_M(a)+2\,{\rm Re}\sum_i f_i\langle\psi_i'|H|\psi_i\rangle,
$$

where the matrix element is defined by

$$
\langle\phi|H|\psi\rangle=\frac12\int\nabla\phi^*\cdot\nabla\psi+\int\phi^*v_{\rm eff}\psi .
$$

This gradient form needs no second derivative at a sphere boundary. A kink in an APW function therefore requires no separate correction.

The coefficients satisfy the matrix eigenvalue equation

$$
\langle\chi_\mu|H-\varepsilon_i|\psi_i\rangle=0\quad\text{for every }\mu .
$$

Multiply by $c_{\mu i}'^*$ and sum over $\mu$. The result is $\langle\eta_i|H|\psi_i\rangle=\varepsilon_i\langle\eta_i|\psi_i\rangle$. Normalisation must hold at every $Z_a$, so

$$
0=\frac{d}{dZ_a}\langle\psi_i|\psi_i\rangle
=2\,{\rm Re}\langle\eta_i|\psi_i\rangle+2\,{\rm Re}\langle\xi_i|\psi_i\rangle .
$$

The coefficient part can now be replaced by the basis part:

$$
2\,{\rm Re}\langle\eta_i|H|\psi_i\rangle
=2\varepsilon_i{\rm Re}\langle\eta_i|\psi_i\rangle
=-2\varepsilon_i{\rm Re}\langle\xi_i|\psi_i\rangle .
$$

Adding $2\,{\rm Re}\langle\xi_i|H|\psi_i\rangle$ gives the result

$$
\boxed{\left(\frac{\partial E}{\partial Z_a}\right)_N=V_M(a)+B_a}
$$

$$
B_a=2\,{\rm Re}\sum_i f_i\langle\xi_i|H-\varepsilon_i|\psi_i\rangle .
$$

No derivative of the coefficients remains. The derivation requires a stationary energy, so the density must be self-consistent.

The same result holds for closed-shell Hartree-Fock. There the two-electron energy is $\frac12\sum_i f_i\langle\psi_i|G|\psi_i\rangle$, where $G$ is linear in the density matrix. The two density matrices enter symmetrically, so differentiation gives two equal terms, and the factor $\frac12$ cancels. The Fock operator then takes the place of $H$.

### When the response vanishes

For a fixed basis, $\xi_i=0$ and $B_a=0$. The basis need not be complete for this. The response also vanishes if $\psi_i$ solves $(H-\varepsilon_i)\psi_i=0$ wherever the basis moves.

There is a third case. If $\chi_\mu'$ is itself a combination of the present basis functions, the eigenvalue equation makes its contribution zero. A change of normalisation, for example, has no effect on $B_a$. What matters is the change of the space spanned by the basis, not the change of the individual functions.

An implementation must use in $B_a$ the same matrix elements as in the energy, including the same quadrature. The algebra then applies to the discretised energy as well. All dependences of the basis on $Z_a$ count: the radial potential, the matching coefficients, and the energy parameters if they are updated. A change of one nucleus also changes the self-consistent potential in other spheres, so $\xi_i$ generally has parts in all of them.

The size of the effect is seen for an aluminium atom. The atom is spherical and spin-unpolarised, with Dirac exchange and no correlation. In a fixed spline basis, the derivative at fixed $N$ and $V_M$ are both $-1206.811$ eV. A small basis of five $s$ and three $p$ Slater functions, of $1s$ and $2p$ type, with exponents $1.1Z(0.55)^k$ for $k=0,\dots,4$ and $0.5Z(0.4)^k$ for $k=0,1,2$ in inverse bohr, gives

$$
V_M+B=(-1213.308+5.135)\ {\rm eV}=-1208.172\ {\rm eV},
$$

up to rounding in the last digit. Differentiation of its total energy also gives $-1208.172$ eV. If the exponents are frozen, the derivative becomes $-1213.308$ eV, which is $V_M$ in that basis. The correction makes the slope consistent with the chosen energy. It does not remove the error of the basis: the corrected slope still differs from the spline result by 1.36 eV.

### The potential at the nucleus in a sphere code

An LAPW code knows the Coulomb potential $\Phi$ of a positive unit charge at the sphere boundary. Let $S$ be the sphere radius, $\bar\Phi(S)$ the average of $\Phi$ over the boundary, $q(r)$ the radial electron density, and $Q_S=\int_0^S q\,dr$. Charges outside the sphere contribute the same amount $\Phi_{\rm out}$ to the boundary average and to the centre, because their potential is harmonic inside. Charges inside act on the boundary average as if they were at the centre. Thus

$$
\bar\Phi(S)=\Phi_{\rm out}+\frac{Z_a-Q_S}{S},\qquad
V_M(a)=\Phi_{\rm out}-\int_0^S\frac{q(r)}r\,dr .
$$

Elimination of $\Phi_{\rm out}$ gives

$$
V_M(a)=\bar\Phi(S)-\frac{Z_a-Q_S}{S}-\int_0^S\frac{q(r)}r\,dr .
$$

If the code stores the potential energy of an electron, its sign must be reversed before this formula is used.

### Where the response sits in LAPW

The plane waves between the spheres do not depend on $Z$. Each is continued into a sphere by $u$ and $\dot u=\partial u/\partial E$, with fixed value and slope at the boundary. Hence $\chi_\mu'$ is zero between the spheres, and its value and slope vanish at the boundary. Integration by parts inside a sphere leaves no surface term:

$$
\frac12\int_S\nabla\xi_i^*\cdot\nabla\psi_i
=-\frac12\int_S\xi_i^*\nabla^2\psi_i .
$$

The response is therefore an integral of $\xi_i^*$ with the local residual $(H-\varepsilon_i)\psi_i$ inside the spheres.

For a spherical potential let $h$ be the radial Hamiltonian and $E_l$ the energy parameter. Then $(h-E_l)u=0$. The derivative of this equation with respect to energy gives $(h-E_l)\dot u=u$. For $\psi=\alpha u+\beta\dot u$ and $\Delta=\varepsilon-E_l$,

$$
(h-\varepsilon)\psi=(\beta-\alpha\Delta)u-\beta\Delta\,\dot u .
$$

The true radial function has the expansion $u(\varepsilon)=u+\Delta\dot u+\frac12\Delta^2\ddot u+\cdots$. The LAPW space lacks the part of $\ddot u$ that cannot be matched by $u$ and $\dot u$. If the outer basis is adequate, the orbital error is thus of order $\Delta^2$, and $\beta=\alpha\Delta+O(\Delta^2)$. Both terms of the residual are then of order $\Delta^2$, and so is $B$. This is a law for small detuning in a spherical potential and for a converged outer basis. If the outer basis is incomplete, $\beta$ does not vanish at $\Delta=0$, and the residual $\beta u$ leaves a finite $B$. A non-spherical potential inside the sphere adds a residual that does not vanish with $\Delta$.

A local orbital adds a radial function at a second energy $E_2$, combined with $u$ and $\dot u$ so that its value and slope vanish at the boundary. The radial space now interpolates $u(\varepsilon)$ twice at $E_l$ and once at $E_2$. The interpolation remainder contains the factor $(\varepsilon-E_l)^2(\varepsilon-E_2)$ and the third energy derivative of $u$. The orbital error becomes smaller when this remainder is smaller than the former one. The residual in $B$ carries the same factor, but $B$ itself need not fall in every case, because it may already have been small by cancellation.

### A one-electron check and a warning

For one electron and $Z=3$, the level is $\varepsilon=-Z^2/2=-122.451$ eV. Its derivative is $-Z=2\varepsilon/Z$, or $-81.634$ eV. Take an LAPW-type basis with a sphere of radius 0.80 Å. In place of plane waves it uses four fixed decaying outer functions that contain the exact tail at $Z=3$, so that only the linearisation error remains. With $E_l$ above the level by $D=-\Delta$ it gives the following errors relative to that derivative. All entries are in eV.

| $D$ | error of $V_M$ | error of $dE/dZ$ | $B$ |
|---:|---:|---:|---:|
| 0.5 | 0.00271 | 0.00026 | −0.0025 |
| 1 | 0.0109 | 0.0021 | −0.0088 |
| 2.5 | 0.069 | 0.034 | −0.035 |
| 5 | 0.283 | 0.289 | 0.006 |
| 10 | 1.194 | 2.648 | 1.454 |

The response does not follow one power over this range. It changes sign between 2.5 and 5 eV. The columns show why, since $B$ is the error of $dE/dZ$ minus the error of $V_M$.

The error of $V_M$ is linear in the orbital error and grows nearly as $D^2$. The variational level error is quadratic in the orbital error and has the form $aD^4$. At fixed $E_l$, $dD/dZ=-d\varepsilon/dZ$, so the leading error of the slope is

$$
\frac{d(aD^4)}{dZ}\simeq4aD^3\left(-\frac{d\varepsilon}{dZ}\right).
$$

At $D=5$ eV the level error is 0.00426 eV. This estimate gives $4(0.00426/5)(81.634)=0.278$ eV, close to the 0.289 eV in the table. The quadratic and cubic contributions to $B$ have opposite signs and nearly cancel there. From 0.5 to 1 eV the measured power is 1.85, which approaches two from below as the cubic part fades.

A small $B$ is therefore no proof of an accurate potential at the nucleus. At 5 eV it is 0.006 eV, although $V_M$ is wrong by 0.283 eV. The level error, or the effect of another local orbital, must be examined as well. With $E_l$ still 10 eV above the level, a local orbital 10 eV below it changes $B$ from 1.454 to $-0.015$ eV and reduces the level error from 0.075 to 0.00002 eV. The outer cutoff matters as well. If the outer functions are spherical waves $\sin kr$ in a box of radius 4.2 Å, $B$ at $D=0$ is not zero but $-0.39$, $-0.049$ and $-0.003$ eV for $k_{\max}S\approx4.7$, 6.5 and 8.9, and only the last of these comes close to the table.

## 2. The virtual crystal and its reference energy

The symbols needed from the first half are these. $V_M(a)$ is the potential of a positive unit charge at nucleus $a$ without that nucleus's own field. $H$, $\psi_i$, $\varepsilon_i$ and $f_i$ are the Kohn-Sham Hamiltonian, orbitals, levels and occupations. At fixed electron number, $\partial E/\partial Z_a=V_M(a)+B_a$. The response $B_a$ comes from the motion of the basis at fixed coefficients and vanishes for a fixed basis. Atomic units are used in the algebra.

### Changing charge and electron number together

A virtual crystal between elements A and B has nuclei of charge $Z(x)=Z_A+x\Delta Z$, with $\Delta Z=Z_B-Z_A$. Consider one such site per cell. If the electron number were held fixed, each cell would acquire a net charge, and the electrostatic energy of the periodic system would not be defined without a compensating background. The physical path adds $\Delta Z\,dx$ electrons per cell as well.

The occupations now depend on $x$. At fixed orbitals, the derivative of the energy with respect to $f_i$ is $\langle\psi_i|H|\psi_i\rangle=\varepsilon_i$. The orbital changes are treated as before, with $d\chi_\mu/dx$ in place of $d\chi_\mu/dZ_a$. Therefore

$$
\frac{dE}{dx}=\Delta Z\,V_M+\sum_i\frac{df_i}{dx}\varepsilon_i+B_x,
$$

$$
B_x=2\,{\rm Re}\sum_i f_i\sum_\mu c_{\mu i}^*\left\langle\frac{d\chi_\mu}{dx}\middle|H-\varepsilon_i\middle|\psi_i\right\rangle .
$$

The derivative of the basis is taken along the whole path, because added electrons also change the potential that generates the radial functions.

In a metal at zero temperature, occupations change at the Fermi level $\mu$. Then $\sum_i(df_i/dx)\varepsilon_i=\mu\,dN/dx=\mu\Delta Z$, and

$$
\boxed{\frac{dE}{dx}=\Delta Z(V_M+\mu)+B_x}
$$

For an insulator $\mu$ depends on the direction. Added electrons enter at the conduction edge, and removed electrons leave from the valence edge, so the slope may jump and the energy may have a kink. With Fermi smearing at temperature $T$, the same formula holds for the free energy $F=E-T\mathcal S$. The entropy obeys $T\,\partial\mathcal S/\partial f_i=\varepsilon_i-\mu$, and

$$
\sum_i\bigl[\varepsilon_i-(\varepsilon_i-\mu)\bigr]\frac{df_i}{dx}=\mu\frac{dN}{dx}.
$$

For the periodic electrostatics, let $\rho$ be the neutral charge density of nuclei and electrons, and $\Phi$ its potential. Apart from the omitted nuclear self-energies, the energy per cell is a symmetric quadratic form in $\rho$. A neutral change $\delta\rho$ therefore changes it by $\int_{\rm cell}\delta\rho\,\Phi$. The nuclear part of this integral gives $V_M\,\delta Z$, and the electronic part supplies the Coulomb terms of $H$.

The zero of $\Phi$ is arbitrary. If $\Phi$ is raised by a constant $C$, $V_M$ rises by $C$, while every electron level and $\mu$ fall by $C$. Their sum is unchanged. An implementation must take $V_M$ and $\mu$ from the same calculation, with the same zero. Comparing either of them alone between two crystals has no meaning until the zeros have been aligned.

The energy derivative is now known both at fixed electron number and along the neutral path of a virtual crystal, including the response of a moving basis. It remains to obtain the leading energy and pressure from it, and to find what the virtual crystal omits in an alloy and which reference energy removes the large atomic offset.
